# Why the same k-mesh integers in different cells are not consistent: test program

```python
"""
Result under test: sampling errors of one crystal described in two cells cancel
exactly when the two k-point sets coincide after folding (offset included) and
the smearing and filling agree. The same n x n x n mesh on a doubled cell leaves
a false energy difference that does not depend on the distortion.

Model: simple cubic lattice, constant A; one orbital per atom, hopping -T;
on-site energies +u, -u alternating along z (cell doubled along z).
SIGMA: Fermi-Dirac width; filling: electrons per atom, both spins.
Energies in Ry, free energies F = E - SIGMA*S per atom.
"""
from fractions import Fraction
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import expit, xlogy

T, U, SIGMA, A = 0.1, 0.01, 0.02, 6.0
RY_MEV = 1000 * physical_constants["Rydberg constant times hc in eV"][0]


def phases(n, offset=0.0):
    """Bloch phases k*(cell length) of an n-point mesh along one axis."""
    return 2 * np.pi * (np.arange(n) + offset) / n


def primitive_levels(nx, ny, nz):
    x, y, z = np.meshgrid(phases(nx), phases(ny), phases(nz), indexing="ij")
    return (-2 * T * (np.cos(x) + np.cos(y) + np.cos(z))).ravel()


def doubled_levels(nx, ny, nz, u, offset_z=0.0):
    """Diagonalize the two-atom Bloch Hamiltonian on the supercell mesh."""
    x, y, z = np.meshgrid(phases(nx), phases(ny), phases(nz, offset_z),
                          indexing="ij")
    in_plane = -2 * T * (np.cos(x) + np.cos(y))
    h = np.zeros(x.shape + (2, 2), dtype=complex)
    h[..., 0, 0] = in_plane + u
    h[..., 1, 1] = in_plane - u
    h[..., 0, 1] = -T * (1 + np.exp(-1j * z))
    h[..., 1, 0] = np.conj(h[..., 0, 1])
    return np.linalg.eigvalsh(h).ravel()


def box_levels(nx, ny, nz, u, wrap_sign=1):
    """Real-space periodic box of atoms; wrap_sign=-1: antiperiodic in z."""
    index = np.arange(nx * ny * nz).reshape(nx, ny, nz)
    h = np.zeros((index.size, index.size))
    for axis in range(3):
        neighbour = np.roll(index, -1, axis=axis)
        hop = np.full(index.shape, -T)
        if axis == 2:
            hop[:, :, -1] *= wrap_sign
        h[index.ravel(), neighbour.ravel()] += hop.ravel()
        h[neighbour.ravel(), index.ravel()] += hop.ravel()
    site = np.broadcast_to(u * (-1.0) ** np.arange(nz), index.shape)
    h[np.diag_indices(index.size)] = site.ravel()
    return np.linalg.eigvalsh(h)


def grand_density(e, sigma):
    """Grand potential of one level (two spins); e is measured from mu."""
    return -2 * sigma * np.logaddexp(0.0, -e / sigma)


def chemical_potential(levels, sigma, filling):
    def excess(mu):
        return 2 * expit((mu - levels) / sigma).mean() - filling
    return brentq(excess, levels.min() - 1, levels.max() + 1, xtol=1e-13)


def free_energy(levels, sigma=SIGMA, filling=1.0):
    mu = chemical_potential(levels, sigma, filling)
    return grand_density(levels - mu, sigma).mean() + mu * filling


# A mesh is a periodic box: real-space diagonalization against Bloch levels
def same_levels(first, second):
    return np.allclose(np.sort(first), np.sort(second), atol=1e-11)


assert same_levels(box_levels(6, 6, 6, 0.0), primitive_levels(6, 6, 6))
assert same_levels(box_levels(4, 4, 8, U), doubled_levels(4, 4, 4, U))
assert same_levels(box_levels(4, 4, 8, U, -1),
                   doubled_levels(4, 4, 4, U, 0.5))

# Closed form of the doubled-cell levels, on the folded primitive mesh
gx, gy, gz = np.meshgrid(phases(6), phases(6), phases(12)[:6], indexing="ij")
plane = -2 * T * (np.cos(gx) + np.cos(gy))
root = np.sqrt(4 * T**2 * np.cos(gz)**2 + U**2)
closed = np.concatenate([(plane + root).ravel(), (plane - root).ravel()])
assert same_levels(closed, doubled_levels(6, 6, 6, U))

# Free energy from the grand potential against E - sigma*S; general filling
lev = primitive_levels(8, 8, 8)
occ = expit((chemical_potential(lev, SIGMA, 0.7) - lev) / SIGMA)
entropy = -2 * (xlogy(occ, occ) + xlogy(1 - occ, 1 - occ)).mean()
direct = 2 * (occ * lev).mean() - SIGMA * entropy
assert abs(direct - free_energy(lev, filling=0.7)) < 1e-11
for fill in (0.7, 1.0):
    f_prim = free_energy(lev, filling=fill)
    f_fold = free_energy(doubled_levels(8, 8, 4, 0.0), filling=fill)
    f_same = free_energy(doubled_levels(8, 8, 8, 0.0), filling=fill)
    f_long = free_energy(primitive_levels(8, 8, 16), filling=fill)
    assert abs(f_fold - f_prim) < 1e-11
    assert abs(f_same - f_long) < 1e-11
    assert abs(f_same - f_prim) > 1e-6


# Traditional mesh rule: even division numbers avoid Gamma, odd include it
def traditional(q):
    return {Fraction(2 * r - q - 1, 2 * q) % 1 for r in range(1, q + 1)}


def unfold(points):
    return {((p + m) / 2) % 1 for p in points for m in (0, 1)}


assert unfold(traditional(4)) == traditional(8)
assert unfold(traditional(3)).isdisjoint(traditional(6))

# Error as a sum over box vectors: Fourier coefficients from a dense mesh
# whose size is not a multiple of the coarse one (mu = 0 at half filling)
dense = 70
omega = grand_density(primitive_levels(dense, dense, dense), SIGMA)
coef = np.fft.fftn(omega.reshape(dense, dense, dense)).real / dense**3
mult = range(-3, 4)
terms = {(i, j, k): coef[8 * i % dense, 8 * j % dense, 8 * k % dense]
         for i in mult for j in mult for k in mult if (i, j, k) != (0, 0, 0)}
err_sum = sum(terms.values())
odd_sum = sum(v for key, v in terms.items() if key[2] % 2)
err_mesh = grand_density(lev, SIGMA).mean() - omega.mean()
false_8 = free_energy(primitive_levels(8, 8, 16)) - free_energy(lev)
# tolerance covers box vectors beyond three boxes and dense-mesh aliasing
assert abs(err_sum - err_mesh) < 2e-6
assert abs(-odd_sum - false_8) < 2e-6

# Equal spacing with the wrong offset: twice the same-n mismatch
offset_8 = free_energy(doubled_levels(8, 8, 4, 0.0, 0.5)) - free_energy(lev)
assert abs(offset_8 - 2 * false_8) < 1e-10


# Distortion energies
def folded_gain(n, u=U, sigma=SIGMA):
    return (free_energy(doubled_levels(n, n, n // 2, u), sigma)
            - free_energy(primitive_levels(n, n, n), sigma))


def same_n_gain(n, u=U, sigma=SIGMA):
    return (free_energy(doubled_levels(n, n, n, u), sigma)
            - free_energy(primitive_levels(n, n, n), sigma))


reference = folded_gain(48)
assert abs(reference - folded_gain(40)) < 1e-7
assert reference < 0
sizes = (4, 6, 8, 12, 16, 24)
same = {n: same_n_gain(n) for n in sizes}
fold = {n: folded_gain(n) for n in sizes}
for n in (4, 6, 8):
    assert abs(fold[n] - reference) < 0.5 * abs(same[n] - reference)
assert same[6] > 0 and same[8] < 2 * reference
assert abs(same[16] - reference) < 0.2 * abs(same[8] - reference)

# The folded difference starts at u^2; the false term survives at u = 0
ratio_8 = fold[8] / folded_gain(8, U / 2)
ratio_ref = reference / folded_gain(48, U / 2)
assert abs(ratio_8 - 4) < 0.1 and abs(ratio_ref - 4) < 0.1
real_part_8 = (free_energy(doubled_levels(8, 8, 8, U))
               - free_energy(primitive_levels(8, 8, 16)))
assert abs(false_8) > abs(reference)

# Smearing damps the mismatch; unequal widths make a false difference
widths = (0.01, 0.02, 0.04)
false_w = [same_n_gain(8, 0.0, s) for s in widths]
gain_w = [folded_gain(48, U, s) for s in widths]
assert abs(false_w[0]) > abs(false_w[1]) > abs(false_w[2])
base = primitive_levels(48, 48, 48)
width_error = free_energy(base, 0.02) - free_energy(base, 0.01)
assert abs(width_error) > abs(reference)

m = 1000.0
print(f"hopping t = {T} Ry; on-site u = {U} Ry; width sigma = {SIGMA} Ry")
print(f"lattice constant a = {A} bohr; electrons per atom = 1")
print(f"z spacing, primitive cell, n=8: {2*np.pi/(8*A):.4f} 1/bohr")
print(f"z spacing, doubled cell, n=8: {2*np.pi/(16*A):.4f} 1/bohr")
print(f"z spacing, doubled cell, n_z=4: {2*np.pi/(8*A):.4f} 1/bohr")
print(f"k-points: 8x8x8 = {8**3}, 8x8x4 = {8*8*4}")
print("Undistorted crystal (u=0), F per atom in Ry:")
print(f"  primitive 8x8x8: {free_energy(lev):.7f}")
print(f"  doubled 8x8x4: {free_energy(doubled_levels(8,8,4,0.0)):.7f}")
print(f"  doubled 8x8x8: {free_energy(doubled_levels(8,8,8,0.0)):.7f}")
print(f"  primitive 48x48x48: {free_energy(base):.7f}")
print("Sampling error of primitive 8x8x8, mRy per atom:")
print(f"  from mesh {m*err_mesh:.4f}; from box-vector sum {m*err_sum:.4f}")
print(f"  part with odd z multiple of the box: {m*odd_sum:.4f}")
print("False differences at u=0, n=8, mRy per atom:")
print(f"  same n: {m*false_8:.4f}")
print(f"  equal spacing, half-step z offset: {m*offset_8:.4f}")
print("F(distorted) - F(undistorted), mRy per atom:")
for n in sizes:
    print(f"  n={n:2d}: same n {m*same[n]:9.4f}; folded {m*fold[n]:9.4f}")
print(f"  reference (n=48, folded): {m*reference:.4f}")
print("Errors against the reference, mRy per atom:")
for n in sizes:
    print(f"  n={n:2d}: same n {m*(same[n]-reference):9.4f}; "
          f"folded {m*(fold[n]-reference):9.4f}")
print("Split of the same-n difference at n=8, mRy per atom:")
print(f"  distortion part {m*real_part_8:.4f}; false part {m*false_8:.4f}")
print(f"gain(u)/gain(u/2): n=8 folded {ratio_8:.3f}; n=48 {ratio_ref:.3f}")
print("Width scan, mRy per atom (false part n=8; converged gain):")
for s, f, g in zip(widths, false_w, gain_w):
    print(f"  sigma={s:.2f} Ry: false {m*f:.4f}; gain {m*g:.4f}")
print(f"F(sigma=0.02 Ry)-F(0.01 Ry), u=0: {m*width_error:.4f} mRy per atom")
print("Main results in meV per atom:")
print(f"  reference {RY_MEV*reference:.2f}")
print(f"  same n=6 {RY_MEV*same[6]:.2f}; folded n=6 {RY_MEV*fold[6]:.2f}")
print(f"  same n=8 {RY_MEV*same[8]:.2f}; folded n=8 {RY_MEV*fold[8]:.2f}")
print("OK")
```

Running it gives:

```
hopping t = 0.1 Ry; on-site u = 0.01 Ry; width sigma = 0.02 Ry
lattice constant a = 6.0 bohr; electrons per atom = 1
z spacing, primitive cell, n=8: 0.1309 1/bohr
z spacing, doubled cell, n=8: 0.0654 1/bohr
z spacing, doubled cell, n_z=4: 0.1309 1/bohr
k-points: 8x8x8 = 512, 8x8x4 = 256
Undistorted crystal (u=0), F per atom in Ry:
  primitive 8x8x8: -0.2017898
  doubled 8x8x4: -0.2017898
  doubled 8x8x8: -0.2021971
  primitive 48x48x48: -0.2023620
Sampling error of primitive 8x8x8, mRy per atom:
  from mesh 0.5722; from box-vector sum 0.5721
  part with odd z multiple of the box: 0.4073
False differences at u=0, n=8, mRy per atom:
  same n: -0.4073
  equal spacing, half-step z offset: -0.8146
F(distorted) - F(undistorted), mRy per atom:
  n= 4: same n   -3.9264; folded   -0.3102
  n= 6: same n    0.4679; folded   -0.1797
  n= 8: same n   -0.5984; folded   -0.1995
  n=12: same n   -0.2515; folded   -0.1859
  n=16: same n   -0.1888; folded   -0.1820
  n=24: same n   -0.1814; folded   -0.1811
  reference (n=48, folded): -0.1810
Errors against the reference, mRy per atom:
  n= 4: same n   -3.7454; folded   -0.1292
  n= 6: same n    0.6488; folded    0.0013
  n= 8: same n   -0.4174; folded   -0.0185
  n=12: same n   -0.0705; folded   -0.0049
  n=16: same n   -0.0078; folded   -0.0010
  n=24: same n   -0.0004; folded   -0.0001
Split of the same-n difference at n=8, mRy per atom:
  distortion part -0.1911; false part -0.4073
gain(u)/gain(u/2): n=8 folded 3.991; n=48 3.998
Width scan, mRy per atom (false part n=8; converged gain):
  sigma=0.01 Ry: false -0.8691; gain -0.1863
  sigma=0.02 Ry: false -0.4073; gain -0.1810
  sigma=0.04 Ry: false -0.0690; gain -0.1704
F(sigma=0.02 Ry)-F(0.01 Ry), u=0: -1.4087 mRy per atom
Main results in meV per atom:
  reference -2.46
  same n=6 6.37; folded n=6 -2.45
  same n=8 -8.14; folded n=8 -2.71
OK
```
